# Orthogonality and the phased sum rule of 9j symbols: verification in Python

```python
"""
Result under test, for four angular momenta j1..j4 coupled to total J:
 (A) sum_{J13,J24} (2J13+1)(2J24+1) {j1 j2 J12; j3 j4 J34; J13 J24 J}
       * {j1 j2 J12'; j3 j4 J34'; J13 J24 J}
     = delta(J12,J12') delta(J34,J34') / ((2J12+1)(2J34+1))
 (B) sum_{J13,J24} (-1)^(2 j2+J24+J23-J34) (2J13+1)(2J24+1)
       * {j1 j2 J12; j3 j4 J34; J13 J24 J}{j1 j3 J13; j4 j2 J24; J14 J23 J}
     = {j1 j2 J12; j4 j3 J34; J14 J23 J}
Jab is the momentum of the pair (a,b); {...} is a 9j symbol, rows split by ;.
Coupled states are built with ladder operators (Condon-Shortley phase).
The 9j symbols are computed separately, from sums of 6j symbols.
Every angular momentum is stored in the code as the integer 2j.
"""
from functools import lru_cache
from math import factorial, sqrt
import numpy as np


def allowed(a, b):
    return range(abs(a - b), a + b + 1, 2)


def sign(twice_exponent):
    assert twice_exponent % 2 == 0, "phase exponent must be an integer"
    return -1 if (twice_exponent // 2) % 2 else 1


def raising(a):
    """Matrix of J+ in the basis m = j, j-1, ..., -j."""
    j = a / 2
    m = j - np.arange(1, a + 1)
    return np.diag(np.sqrt(j * (j + 1) - m * (m + 1)), 1)


@lru_cache(maxsize=None)
def couple(a, b, c):
    """Coefficients [m_a, m_b, M] from the top state and lowering."""
    up = np.kron(raising(a), np.eye(b + 1)) + np.kron(np.eye(a + 1), raising(b))
    twice_m = np.add.outer(a - 2 * np.arange(a + 1),
                           b - 2 * np.arange(b + 1)).ravel()
    index = np.where(twice_m == c)[0]
    null_vector = np.linalg.svd(up[:, index])[2][-1]
    vector = np.zeros((a + 1) * (b + 1))
    vector[index] = null_vector * np.sign(null_vector[0])
    assert np.allclose(up @ vector, 0, atol=1e-11)
    columns = [vector]
    j = c / 2
    for k in range(c):
        m = j - k
        vector = up.T @ vector / sqrt(j * (j + 1) - m * (m - 1))
        columns.append(vector)
    return np.array(columns).T.reshape(a + 1, b + 1, c + 1)


def triangle_factor(a, b, c):
    return (factorial((a + b - c) // 2) * factorial((a - b + c) // 2)
            * factorial((-a + b + c) // 2) / factorial((a + b + c) // 2 + 1))


@lru_cache(maxsize=None)
def six_j(a, b, c, d, e, f):
    triads = [(a, b, c), (a, e, f), (d, b, f), (d, e, c)]
    if any(z not in allowed(x, y) for x, y, z in triads):
        return 0.0
    low = [sum(t) // 2 for t in triads]
    high = [(a + b + d + e) // 2, (b + c + e + f) // 2, (a + c + d + f) // 2]
    total = 0.0
    for t in range(max(low), min(high) + 1):
        denominator = 1
        for x in low:
            denominator *= factorial(t - x)
        for x in high:
            denominator *= factorial(x - t)
        total += (-1) ** t * factorial(t + 1) / denominator
    return total * sqrt(np.prod([triangle_factor(*t) for t in triads]))


@lru_cache(maxsize=None)
def nine_j(a, b, c, d, e, f, g, h, i):
    return sum((-1) ** k * (k + 1) * six_j(a, b, c, f, i, k)
               * six_j(d, e, f, b, k, h) * six_j(g, h, i, k, a, d)
               for k in allowed(a, i))


def pair_labels(a, b, c, d, J):
    return [(p, q) for p in allowed(a, b) for q in allowed(c, d)
            if J in allowed(p, q)]


def basis(j, J, order, pattern):
    """Labels and tensors [m1,m2,m3,m4,M] for one pairing."""
    a, b, c, d = [j[k] for k in order]
    labels = pair_labels(a, b, c, d, J)
    states = [np.einsum(pattern, couple(a, b, p), couple(c, d, q),
                        couple(p, q, J)) for p, q in labels]
    return labels, np.array(states)


def overlap(left, right):
    """Overlap matrix; checks that it is diagonal in M and free of M."""
    full = np.einsum('xabcdM,yabcdN->xyMN', left, right)
    value = full[:, :, 0, 0]
    expected = np.einsum('xy,MN->xyMN', value, np.eye(full.shape[2]))
    assert np.allclose(full, expected, atol=1e-10)
    return value


def three_pairings(j, J):
    return (basis(j, J, (0, 1, 2, 3), 'abp,cdq,pqM->abcdM'),
            basis(j, J, (0, 2, 1, 3), 'acp,bdq,pqM->abcdM'),
            basis(j, J, (0, 3, 1, 2), 'adp,bcq,pqM->abcdM'))


# Exchange of the two momenta in a pair, and sign pattern of the top state
for a in range(0, 6):
    for b in range(0, 6):
        for c in allowed(a, b):
            swapped = couple(b, a, c).transpose(1, 0, 2)
            assert np.allclose(couple(a, b, c), sign(a + b - c) * swapped,
                               atol=1e-10)
            top = couple(a, b, c)[:, :, 0].ravel()
            top = top[np.abs(top) > 1e-10]
            assert len(top) == (a + b - c) // 2 + 1
            assert np.all(top[1:] * top[:-1] < 0)

cases = [((2, 1, 2, 1), 4), ((1, 2, 3, 2), 2), ((3, 1, 2, 4), 4),
         ((2, 3, 4, 2), 3), ((1, 1, 1, 2), 3), ((2, 2, 4, 2), 4)]
error = dict(definition=0.0, orthogonality=0.0, composition=0.0, sum_rule=0.0)
no_phase = 0.0
no_2j2 = 0.0


def record(name, difference):
    error[name] = max(error[name], float(np.max(np.abs(difference))))


for j, J in cases:
    j1, j2, j3, j4 = j
    (l12, s12), (l13, s13), (l14, s14) = three_pairings(j, J)
    assert len(l12) == len(l13) == len(l14)
    for s in (s12, s13, s14):
        assert np.allclose(overlap(s, s), np.eye(len(s)), atol=1e-10)
    A, B, C = overlap(s12, s13), overlap(s13, s14), overlap(s12, s14)
    record('composition', A @ B - C)

    first = np.array([[nine_j(j1, j2, p, j3, j4, q, r, s, J)
                       for r, s in l13] for p, q in l12])
    second = np.array([[nine_j(j1, j3, r, j4, j2, s, t, u, J)
                        for t, u in l14] for r, s in l13])
    third = np.array([[nine_j(j1, j2, p, j4, j3, q, t, u, J)
                       for t, u in l14] for p, q in l12])
    w12, w13, w14 = [np.array([(p + 1) * (q + 1) for p, q in labels], float)
                     for labels in (l12, l13, l14)]
    record('definition', np.sqrt(np.outer(w12, w13)) * first - A)
    phase_B = np.array([[sign(2 * j2 + j3 + j4 - s - u) for t, u in l14]
                        for r, s in l13])
    phase_C = np.array([[sign(j3 + j4 - q)] for p, q in l12])
    record('definition', phase_B * np.sqrt(np.outer(w13, w14)) * second - B)
    record('definition', phase_C * np.sqrt(np.outer(w12, w14)) * third - C)

    record('orthogonality', (first * w13) @ first.T - np.diag(1 / w12))
    record('orthogonality', (first.T * w12) @ first - np.diag(1 / w13))

    for x, (p, q) in enumerate(l12):
        for y, (t, u) in enumerate(l14):
            terms = w13 * first[x] * second[:, y]
            phases = np.array([sign(2 * j2 + s + u - q) for r, s in l13])
            total = np.sum(phases * terms)
            record('sum_rule', total - third[x, y])
            no_phase = max(no_phase, abs(np.sum(terms) - third[x, y]))
            no_2j2 = max(no_2j2, abs((-1) ** j2 * total - third[x, y]))

assert all(value < 1e-10 for value in error.values()), error
assert no_phase > 0.01 and no_2j2 > 0.01

# Worked example: l1, s1, l2, s2 of two p electrons, J = 2
j, J = (2, 1, 2, 1), 4
(l12, s12), (l13, s13), (l14, s14) = three_pairings(j, J)
A, B, C = overlap(s12, s13), overlap(s13, s14), overlap(s12, s14)

# Exchange of the two spins, and the spin scalar product from spin matrices
P = overlap(s12, s12.transpose(0, 1, 4, 3, 2, 5))
crossed_phase = np.array([sign(j[2] + j[1] - u) for t, u in l14])
assert l12 == l14
assert np.allclose(P, C * crossed_phase, atol=1e-10)
spin_sign = np.diag([sign(s + 2) for r, s in l13])
assert np.allclose(P, A @ spin_sign @ A.T, atol=1e-10)
plus = raising(1)
sz = np.diag([0.5, -0.5])
pairs_of_operators = [(1.0, sz, sz), (0.5, plus, plus.T), (0.5, plus.T, plus)]
acted = sum(f * np.einsum('be,dg,xaecgM->xabcdM', u, v, s12)
            for f, u, v in pairs_of_operators)
spin_product = overlap(s12, acted)
assert np.allclose(spin_product, (2 * P - np.eye(3)) / 4, atol=1e-10)


def half(a):
    return str(a // 2) if a % 2 == 0 else f"{a}/2"


def name(pair):
    return "(" + half(pair[0]) + "," + half(pair[1]) + ")"


def number(x):
    return f"{round(float(x), 6) + 0.0:10.6f}"


def show(title, rows, columns, matrix):
    print(title)
    print("  columns:", " ".join(name(c) for c in columns))
    for label, row in zip(rows, matrix):
        print(" ", name(label), " ".join(number(x) for x in row))


print("All numbers dimensionless unless a unit is given")
print("l1,s1,l2,s2 =", ", ".join(half(x) for x in j), "; J =", half(J))
show("A: rows (J12,J34), columns (L,S)", l12, l13, A)
show("B: rows (L,S), columns (J14,J23)", l13, l14, B)
show("C: rows (J12,J34), columns (J14,J23)", l12, l14, C)

row = l12.index((1, 3))
other = l12.index((3, 3))
p, q = l12[row]
t, u = l14[row]
p2, q2 = l12[other]
print("Orthogonality: (J12,J34) =", name((p, q)), "and", name((p2, q2)))
norm_sum = cross_sum = 0.0
for r, s in l13:
    x = nine_j(2, 1, p, 2, 1, q, r, s, J)
    y = nine_j(2, 1, p2, 2, 1, q2, r, s, J)
    weight = (r + 1) * (s + 1)
    norm_sum += weight * x * x
    cross_sum += weight * x * y
    print("  (L,S)", name((r, s)), "same", number(weight * x * x),
          "cross", number(weight * x * y))
print("  sums: same", number(norm_sum), "cross", number(cross_sum))
print("  1/((2J12+1)(2J34+1)) =", number(1 / ((p + 1) * (q + 1))))

print("Sum rule: (J12,J34) =", name((p, q)), "(J14,J23) =", name((t, u)))
total = 0.0
for r, s in l13:
    x = nine_j(2, 1, p, 2, 1, q, r, s, J)
    y = nine_j(2, 2, r, 1, 1, s, t, u, J)
    weight = (r + 1) * (s + 1)
    phase = sign(2 * j[1] + s + u - q)
    total += phase * weight * x * y
    print("  (L,S)", name((r, s)), "weight", weight, "phase", phase)
    print("    9j first", number(x), "second", number(y),
          "term", number(phase * weight * x * y))
target = nine_j(2, 1, p, 1, 2, q, t, u, J)
assert abs(total - target) < 1e-12
print("  sum", number(total), " third 9j", number(target))
show("Spin exchange P in the jj basis", l12, l12, P)
print("Mean s1.s2 in jj states (hbar^2):")
for k, label in enumerate(l12):
    print(" ", name(label), number(spin_product[k, k]))
print("Cases tested:", len(cases), "; largest errors:")
print("  " + ", ".join(f"{k} {v:.0e}" for k, v in list(error.items())[:2]))
print("  " + ", ".join(f"{k} {v:.0e}" for k, v in list(error.items())[2:]))
print("Largest failure with no phase:", number(no_phase))
print("Largest failure without (-1)^(2 j2):", number(no_2j2))
print("OK")
```

Output:

```
All numbers dimensionless unless a unit is given
l1,s1,l2,s2 = 1, 1/2, 1, 1/2 ; J = 2
A: rows (J12,J34), columns (L,S)
  columns: (1,1) (2,0) (2,1)
  (1/2,3/2)   0.408248  -0.577350   0.707107
  (3/2,1/2)  -0.408248   0.577350   0.707107
  (3/2,3/2)   0.816497   0.577350   0.000000
B: rows (L,S), columns (J14,J23)
  columns: (1/2,3/2) (3/2,1/2) (3/2,3/2)
  (1,1)   0.408248   0.408248   0.816497
  (2,0)   0.577350   0.577350  -0.577350
  (2,1)   0.707107  -0.707107   0.000000
C: rows (J12,J34), columns (J14,J23)
  columns: (1/2,3/2) (3/2,1/2) (3/2,3/2)
  (1/2,3/2)   0.333333  -0.666667   0.666667
  (3/2,1/2)   0.666667  -0.333333  -0.666667
  (3/2,3/2)   0.666667   0.666667   0.333333
Orthogonality: (J12,J34) = (1/2,3/2) and (3/2,3/2)
  (L,S) (1,1) same   0.020833 cross   0.029463
  (L,S) (2,0) same   0.041667 cross  -0.029463
  (L,S) (2,1) same   0.062500 cross   0.000000
  sums: same   0.125000 cross   0.000000
  1/((2J12+1)(2J34+1)) =   0.125000
Sum rule: (J12,J34) = (1/2,3/2) (J14,J23) = (1/2,3/2)
  (L,S) (1,1) weight 9 phase 1
    9j first   0.048113 second   0.048113 term   0.020833
  (L,S) (2,0) weight 5 phase -1
    9j first  -0.091287 second  -0.091287 term  -0.041667
  (L,S) (2,1) weight 15 phase 1
    9j first   0.064550 second   0.064550 term   0.062500
  sum   0.041667  third 9j   0.041667
Spin exchange P in the jj basis
  columns: (1/2,3/2) (3/2,1/2) (3/2,3/2)
  (1/2,3/2)   0.333333   0.666667   0.666667
  (3/2,1/2)   0.666667   0.333333  -0.666667
  (3/2,3/2)   0.666667  -0.666667   0.333333
Mean s1.s2 in jj states (hbar^2):
  (1/2,3/2)  -0.083333
  (3/2,1/2)  -0.083333
  (3/2,3/2)  -0.083333
Cases tested: 6 ; largest errors:
  definition 9e-16, orthogonality 2e-16
  composition 4e-16, sum_rule 3e-17
Largest failure with no phase:   0.194444
Largest failure without (-1)^(2 j2):   0.250000
OK
```
